# Logarithmic Resistivity of a Thin Metal Film with Diffuse Surfaces: a numerical check

```python
# Result under test: for a free-electron film with fully diffuse surfaces,
#   sigma/sigma0 = (3 kappa/4) (ln(1/kappa) + 1 - gamma) + kappa^2/2 + ...
# so rho/rho0 approaches 4 / (3 kappa ln(1/kappa)) as kappa -> 0.
# kappa = thickness / bulk mean free path; gamma = Euler's constant;
# u = |cosine| of the angle between velocity and film normal (small u: grazing);
# sigma0, rho0 = bulk conductivity and resistivity. Hartree atomic units.
import numpy as np
from scipy import constants as const

GAMMA = np.euler_gamma
NODES, WEIGHTS = np.polynomial.legendre.leggauss(20)


def log_grid(low, high, panels=80):
    """Points and weights for an integral over u, using panels equal in ln u."""
    edges = np.linspace(np.log(low), np.log(high), panels + 1)
    half = 0.5 * np.diff(edges)
    middle = 0.5 * (edges[1:] + edges[:-1])
    u = np.exp(middle[:, None] + half[:, None] * NODES).ravel()
    return u, (half[:, None] * WEIGHTS).ravel() * u


def mean_response(t):
    """Thickness-averaged response relative to bulk, with t = kappa/u."""
    series = t / 2 - t**2 / 6 + t**3 / 24 - t**4 / 120
    return np.where(t < 1e-3, series, 1 + np.expm1(-t) / t)


def film_ratio(kappa, low=0.0, high=1.0):
    """sigma/sigma0 by quadrature, restricted to low < u < high."""
    u, w = log_grid(max(low, 1e-10 * kappa), high)
    return 1.5 * np.sum(w * (1 - u**2) * mean_response(kappa / u))


def refined_ratio(kappa):
    return 0.75 * kappa * (np.log(1 / kappa) + 1 - GAMMA)


def leading_resistivity(kappa):
    return 4 / (3 * kappa * np.log(1 / kappa))


# Model parameters of the worked example
k_fermi, mean_free_path, thickness = 0.7, 1.0e5, 2000.0
kappa = thickness / mean_free_path
log_term = np.log(1 / kappa)
exact = film_ratio(kappa)

# Boltzmann equation by finite differences, then an explicit angular sum.
u, w = log_grid(1e-8 * kappa, 1.0)
steps = 400
h = kappa / steps
g = np.zeros_like(u)
average = np.zeros_like(u)
for _ in range(steps):
    g_next = ((u / h - 0.5) * g + 1) / (u / h + 0.5)
    average += 0.5 * (g + g_next) / steps
    g = g_next
azimuth = (np.arange(16) + 0.5) * 2 * np.pi / 16
azimuth_sum = np.sum(np.cos(azimuth)**2) * 2 * np.pi / 16
surface_factor = k_fermi**2 * mean_free_path / (4 * np.pi**3)
sigma_film_fd = surface_factor * azimuth_sum * 2 * np.sum(w * (1 - u**2) * average)
sigma_bulk_sum = surface_factor * azimuth_sum * 2 * np.sum(w * (1 - u**2))
density = k_fermi**3 / (3 * np.pi**2)
sigma_bulk = density * mean_free_path / k_fermi
assert abs(sigma_bulk_sum / sigma_bulk - 1) < 1e-6
assert abs(sigma_film_fd / sigma_bulk / exact - 1) < 1e-4
# Absolute film conductivity, including the first correction in kappa
absolute = k_fermi**2 * thickness / (4 * np.pi**2)
absolute_formula = absolute * (log_term + 1 - GAMMA + 2 * kappa / 3)
assert abs(sigma_film_fd / absolute_formula - 1) < 3e-4

# Random flights: each ends at a bulk collision or at the last surface.
rng = np.random.default_rng(12345)
count = 2_000_000
cosine = np.maximum(rng.random(count), 1e-15)
phi = 2 * np.pi * rng.random(count)
to_surface = kappa * rng.random(count) / cosine
flight = np.minimum(rng.exponential(size=count), to_surface)
sample = 3 * (1 - cosine**2) * np.cos(phi)**2 * flight
mc_value = sample.mean()
mc_error = sample.std() / np.sqrt(count)
assert abs(mc_value - exact) < 5 * mc_error and mc_error < 0.01 * exact

# Constant beside the logarithm in the integral over x = u/kappa
x_max = 1e5
x, wx = log_grid(1e-10, x_max)
constant_numeric = np.sum(wx * mean_response(1 / x)) - 0.5 * np.log(x_max)
constant_formula = 0.5 * (1.5 - GAMMA)
assert abs(constant_numeric - constant_formula) < 1e-5

# Expansion: the remainder must fall as kappa^3 times a logarithm.
for k in (0.1, 0.02, 0.001):
    remainder = film_ratio(k) - refined_ratio(k) - k**2 / 2
    assert abs(remainder) < k**3 * (np.log(1 / k) + 3) / 16
# Approach of the leading resistivity formula to the true value
for k in (1e-8, 1e-12):
    excess = leading_resistivity(k) * film_ratio(k) - 1
    assert abs(excess * np.log(1 / k) - (1 - GAMMA)) < 1e-5

# Equal conductivity from each decade of u between kappa and 1
k_small = 1e-6
decades = [film_ratio(k_small, a, 10 * a) / k_small for a in (1e-4, 1e-3)]
decade_formula = 0.75 * np.log(10)
assert all(abs(value / decade_formula - 1) < 5e-3 for value in decades)

# Without grazing electrons the logarithm disappears.
u_cut = 0.1
k_pair = (1e-4, 1e-6)
cut_values = [film_ratio(k, u_cut, 1.0) / k for k in k_pair]
full_values = [film_ratio(k) / k for k in k_pair]
cut_limit = 0.75 * (np.log(1 / u_cut) - (1 - u_cut**2) / 2)
assert all(abs(value - cut_limit) < 2e-3 for value in cut_values)
full_growth = full_values[1] - full_values[0]
assert abs(full_growth - 0.75 * np.log(100)) < 1e-3

# Diffuse round wire: sampled conductivity has no logarithm.
count = 1_000_000
axis_cos = rng.random(count)
axis_sin = np.sqrt(1 - axis_cos**2)
radius = 0.5 * np.sqrt(rng.random(count))
angle = 2 * np.pi * rng.random(count)
chord = radius * np.cos(angle) + np.sqrt(0.25 - (radius * np.sin(angle))**2)
wire_kappas = (1e-2, 1e-4)
wire_values = [np.mean(-3 * axis_cos**2 * np.expm1(-k * chord / axis_sin)) / k
               for k in wire_kappas]
assert all(abs(value - 1) < 0.05 for value in wire_values)

# Worked example
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
resistivity_unit = bohr_nm * 1e-9 * const.hbar / const.e**2  # ohm metre
to_micro_ohm_cm = resistivity_unit * 1e8
rho_bulk = 1 / sigma_bulk
rho_film = rho_bulk / exact
grazing_share = film_ratio(kappa, 0.0, kappa) / exact
spacing_ratio = np.pi * mean_free_path / (k_fermi * thickness**2)
quantum_length = np.sqrt(np.pi * mean_free_path / k_fermi)

print(f"Fermi wave number: {k_fermi:.3f} 1/bohr")
print(f"bulk mean free path: {mean_free_path:.0f} bohr")
print(f"film thickness: {thickness:.0f} bohr = {thickness*bohr_nm:.1f} nm")
print(f"kappa: {kappa:.4f} (dimensionless)")
print(f"ln(1/kappa): {log_term:.4f} (dimensionless)")
print(f"1 - gamma: {1-GAMMA:.4f} (dimensionless)")
print(f"sigma/sigma0, quadrature: {exact:.6f} (dimensionless)")
print(f"sigma/sigma0, Boltzmann grid: {sigma_film_fd/sigma_bulk:.6f} (dimensionless)")
print(f"sigma/sigma0, random flights: {mc_value:.5f} +- {mc_error:.5f} (dimensionless)")
print(f"sigma/sigma0, log plus constant: {refined_ratio(kappa):.6f} (dimensionless)")
print(f"rho/rho0, quadrature: {1/exact:.3f} (dimensionless)")
print(f"rho/rho0, leading log: {leading_resistivity(kappa):.3f} (dimensionless)")
print(f"rho/rho0, log plus constant: {1/refined_ratio(kappa):.3f} (dimensionless)")
print(f"leading-log error: {100*(leading_resistivity(kappa)*exact-1):.2f} percent")
print(f"log-plus-constant error: {100*(exact/refined_ratio(kappa)-1):.2f} percent")
print(f"bulk resistivity: {rho_bulk:.4e} a.u. = {rho_bulk*to_micro_ohm_cm:.5f} microohm cm")
print(f"film resistivity: {rho_film:.4e} a.u. = {rho_film*to_micro_ohm_cm:.5f} microohm cm")
print(f"directions with u < kappa: {100*kappa:.2f} percent")
print(f"current carried by u < kappa: {100*grazing_share:.2f} percent")
print(f"cutoff angle from film plane: {np.degrees(np.arcsin(kappa)):.3f} degrees")
print(f"subband spacing in u divided by kappa: {spacing_ratio:.4f} (dimensionless)")
print(f"thickness where that ratio is one: {quantum_length:.1f} bohr")
print(f"integral constant, numerical: {constant_numeric:.6f} (dimensionless)")
print(f"integral constant, formula: {constant_formula:.6f} (dimensionless)")
print("Table: kappa, rho/rho0 true, leading, with constant, leading error in percent")
for k in (1e-1, 1e-2, 1e-3, 1e-4, 1e-6, 1e-12):
    true_value = 1 / film_ratio(k)
    lead = leading_resistivity(k)
    print(f"  {k:.0e}  {true_value:.5e}  {lead:.5e}  "
          f"{1/refined_ratio(k):.5e}  {100*(lead/true_value-1):.2f}")
print("sigma/(sigma0 kappa) per decade of u, at kappa = 1e-6 (dimensionless):")
print(f"  u 1e-4 to 1e-3: {decades[0]:.4f}; u 1e-3 to 1e-2: {decades[1]:.4f}")
print(f"  predicted per decade: {decade_formula:.4f}")
print("sigma/(sigma0 kappa) at kappa = 1e-4 and 1e-6 (dimensionless):")
print(f"  all electrons: {full_values[0]:.4f}, {full_values[1]:.4f}")
print(f"  only u > {u_cut:.1f}: {cut_values[0]:.4f}, {cut_values[1]:.4f}")
print(f"  predicted limit for u > {u_cut:.1f}: {cut_limit:.4f}")
print("round wire, sigma/(sigma0 kappa), kappa = diameter/mean free path:")
print(f"  kappa 1e-2: {wire_values[0]:.3f}; kappa 1e-4: {wire_values[1]:.3f} (dimensionless)")
print("all good")
```

Running it gives:

```
Fermi wave number: 0.700 1/bohr
bulk mean free path: 100000 bohr
film thickness: 2000 bohr = 105.8 nm
kappa: 0.0200 (dimensionless)
ln(1/kappa): 3.9120 (dimensionless)
1 - gamma: 0.4228 (dimensionless)
sigma/sigma0, quadrature: 0.065219 (dimensionless)
sigma/sigma0, Boltzmann grid: 0.065219 (dimensionless)
sigma/sigma0, random flights: 0.06494 +- 0.00017 (dimensionless)
sigma/sigma0, log plus constant: 0.065022 (dimensionless)
rho/rho0, quadrature: 15.333 (dimensionless)
rho/rho0, leading log: 17.041 (dimensionless)
rho/rho0, log plus constant: 15.379 (dimensionless)
leading-log error: 11.14 percent
log-plus-constant error: 0.30 percent
bulk resistivity: 6.0426e-04 a.u. = 0.01314 microohm cm
film resistivity: 9.2651e-03 a.u. = 0.20142 microohm cm
directions with u < kappa: 2.00 percent
current carried by u < kappa: 28.04 percent
cutoff angle from film plane: 1.146 degrees
subband spacing in u divided by kappa: 0.1122 (dimensionless)
thickness where that ratio is one: 669.9 bohr
integral constant, numerical: 0.461394 (dimensionless)
integral constant, formula: 0.461392 (dimensionless)
Table: kappa, rho/rho0 true, leading, with constant, leading error in percent
  1e-01  4.78166e+00  5.79059e+00  4.89230e+00  21.10
  1e-02  2.64836e+01  2.89530e+01  2.65184e+01  9.32
  1e-03  1.81871e+02  1.93020e+02  1.81887e+02  6.13
  1e-04  1.38410e+03  1.44765e+03  1.38411e+03  4.59
  1e-06  9.36442e+04  9.65099e+04  9.36442e+04  3.06
  1e-12  4.75277e+10  4.82549e+10  4.75277e+10  1.53
sigma/(sigma0 kappa) per decade of u, at kappa = 1e-6 (dimensionless):
  u 1e-4 to 1e-3: 1.7247; u 1e-3 to 1e-2: 1.7267
  predicted per decade: 1.7269
sigma/(sigma0 kappa) at kappa = 1e-4 and 1e-6 (dimensionless):
  all electrons: 7.2249, 10.6787
  only u > 0.1: 1.3555, 1.3557
  predicted limit for u > 0.1: 1.3557
round wire, sigma/(sigma0 kappa), kappa = diameter/mean free path:
  kappa 1e-2: 0.980; kappa 1e-4: 1.002 (dimensionless)
all good
```
